One-dimensional KKR with two channels and the transfer-matrix band condition

## 1. One cell: phase shifts, transmission and the transfer matrix

A band calculation by multiple scattering needs a decision before the first energy is found: which function of energy is to be searched for zeros? One candidate is the KKR determinant, built from single-site scattering amplitudes and lattice structure constants. In one dimension another is available, the trace of the transfer matrix of one cell. If the two conditions are equivalent, either may be used. If they differ at certain energies, a search of the determinant can miss a state there. For symmetric cells both functions can be written in closed form, and the question can be settled.

### The model and its two channels

Atomic units are used in the algebra. The Schrödinger equation is

−½ψ''(x) + V(x)ψ(x) = Eψ(x), V(x) = Σₙ v(x − na). (1)

The cell potential v is real, bounded and even, and it vanishes for |x| > b, where b < a/2. Neighbouring potentials are therefore separated by intervals of free motion. The energy is positive, E = k²/2 with k > 0; states below the potential of the free intervals are not treated.

Consider first a single potential v. Since it is even, its solutions can be chosen even or odd. These two parities are the one-dimensional counterparts of angular-momentum channels, with label l = 0 for even and l = 1 for odd. Let u₀ and u₁ be the real solutions with

u₀(0) = 1, u₀'(0) = 0; u₁(0) = 0, u₁'(0) = 1. (2)

Outside the potential each is a free wave of wave number k. Its shift relative to the cosine or sine of free motion defines the phase shifts:

u₀(x) = N₀ cos(k|x| + d₀),
u₁(x) = N₁ sgn(x) sin(k|x| + d₁), |x| ≥ b, (3)

with N₀ and N₁ positive. Matching value and slope at x = b gives

u₀'(b)/u₀(b) = −k tan(kb + d₀),
u₁'(b)/u₁(b) = k cot(kb + d₁). (4)

The logarithmic derivatives fix each phase up to a multiple of π. The requirement N_l > 0 removes the choice between a phase and that phase plus π. Physical results must not depend on this choice, which can be checked as they appear.

The two phases are not free to differ by any amount. The Wronskian W = u₀u₁' − u₀'u₁ has the derivative u₀u₁'' − u₀''u₁. Both second derivatives equal 2(v − E) times the function itself, so this derivative vanishes. At the origin W = 1. For x > b, (3) gives

W = kN₀N₁[cos(kx + d₀)cos(kx + d₁) + sin(kx + d₀)sin(kx + d₁)],

and therefore

kN₀N₁ cos(d₀ − d₁) = 1. (5)

Hence cos(d₀ − d₁) cannot vanish at any k > 0. This will ensure that a division made below is allowed.

### Transmission and reflection

Let a wave e^{ikx} arrive from the left. The solution sought is

ψ = e^{ikx} + r e^{−ikx} for x < −b,
ψ = t e^{ikx} for x > b. (6)

Every solution is a combination of the even and odd ones, so outside the potential

ψ = P cos(k|x| + d₀) + Q sgn(x) sin(k|x| + d₁). (7)

On the right, |x| = x. There must be no wave e^{−ikx} there, which requires

½P e^{−id₀} − Q e^{−id₁}/(2i) = 0. (8)

On the left, |x| = −x, so the incident wave e^{ikx} is e^{−ik|x|}. The factor sgn(x) = −1 reverses the sign of the odd term. Unit incident amplitude then requires

½P e^{−id₀} + Q e^{−id₁}/(2i) = 1. (9)

Adding (8) and (9) gives P e^{−id₀} = 1. Subtracting (8) from (9) gives Q e^{−id₁}/i = 1. Thus

P = e^{id₀}, Q = i e^{id₁}. (10)

The coefficient of e^{ik|x|} is t on the right and r on the left:

t = ½P e^{id₀} + Q e^{id₁}/(2i) = ½(e^{2id₀} + e^{2id₁}),
r = ½P e^{id₀} − Q e^{id₁}/(2i) = ½(e^{2id₀} − e^{2id₁}). (11)

Taking out the factor e^{i(d₀+d₁)} leaves half the sum, or half the difference, of e^{i(d₀−d₁)} and e^{−i(d₀−d₁)}. Therefore

t = cos(d₀ − d₁) e^{i(d₀+d₁)},
r = i sin(d₀ − d₁) e^{i(d₀+d₁)}. (12)

The difference of the phase shifts sets how much is transmitted, and their sum sets the phase. It follows that |t|² + |r|² = 1. Adding π to one phase changes neither amplitude, because (11) contains e^{2id_l}. Reflection vanishes when the two phases agree modulo π: the two channels then recombine behind the cell into a single travelling wave. By (5), t never vanishes for this class of potentials at k > 0.

At low energy, (3) gives kN_l → |u_l'(b)| as k → 0, provided that this slope does not vanish at zero energy. If neither slope vanishes, (5) yields |t| ≈ k/|u₀'(b)u₁'(b)|, and the cell becomes totally reflecting in this limit. If one slope vanishes, the estimate fails.

A second limiting case is the potential gδ(x), reached as a narrow and high cell. An odd wave vanishes at the origin, so d₁ = 0. The slope of an even wave jumps there by 2gψ(0), which gives −2k sin d₀ = 2g cos d₀, or tan d₀ = −g/k. Equation (12) becomes t = cos d₀ e^{id₀} = 1/(1 + ig/k). This example will return, because one of its channels does not scatter.

### The amplitudes used by KKR

KKR describes a cell by its response to regular incident waves. Choose the regular and outgoing waves

J₀ = cos kx, J₁ = sin kx,
H₀ = e^{ik|x|}, H₁ = −i sgn(x) e^{ik|x|}. (13)

The factor −i in H₁ gives both channels the same formula. Let an incident J_l produce the outgoing wave f_lH_l. In the even channel,

J₀ + f₀H₀ = ½[e^{−ik|x|} + (1 + 2f₀)e^{ik|x|}].

This must be proportional to cos(k|x| + d₀), so 1 + 2f₀ = e^{2id₀}. In the odd channel, −i = 2/(2i) gives

J₁ + f₁H₁ = [sgn(x)/(2i)] [(1 + 2f₁)e^{ik|x|} − e^{−ik|x|}],

and proportionality to sgn(x) sin(k|x| + d₁) requires 1 + 2f₁ = e^{2id₁}. In both channels

f_l = ½(e^{2id_l} − 1) = i e^{id_l} sin d_l. (14)

Comparison with (11) gives t = 1 + f₀ + f₁ and r = f₀ − f₁. The two scattered waves add in the forward direction and subtract in the backward direction.

The same amplitudes follow from an integral. The outgoing Green function of free motion is

G(x − x') = −(i/k) e^{ik|x−x'|}, (E + ½d²/dx²)G = δ(x − x'). (15)

Its slope jumps by 2ik(−i/k) = 2 at x = x', and the factor ½ turns this into a unit source. A wave scattered by v is ψ = ψ_in + ∫G v ψ dx'. For x > b, the identity e^{−ikx'} = cos kx' − i sin kx' gives

∫G v ψ dx' = e^{ikx}(β₀ − iβ₁), β_l = −(i/k)∫J_l v ψ dx'. (16)

For x < −b the result is e^{−ikx}(β₀ + iβ₁). Both expressions equal β₀H₀ + β₁H₁. The numbers β_l are thus the outgoing amplitudes for any ψ in the cell. If ψ_l is the solution with unit incident wave J_l, parity removes the other channel and

f_l = −(i/k)∫J_l v ψ_l dx. (17)

For a potential that is weak in the sense (1/k)∫|v| dx ≪ 1, a condition that fails as k → 0, one has ψ_l ≈ J_l and f_l ≈ id_l, so to leading order

d_l ≈ −(1/k)∫J_l² v dx. (18)

A weak repulsive cell therefore has negative phase shifts, and an attractive one positive phase shifts.

### The band condition from the transfer matrix

Write a general solution as L₊e^{ikx} + L₋e^{−ikx} to the left of the cell, and as R₊e^{ikx} + R₋e^{−ikx} to its right. A matrix M takes (L₊, L₋) to (R₊, R₋). Solution (6) says that M takes (1, r) to (t, 0). Since v is real, the complex conjugate of (6) is also a solution, so M takes (r*, 1) to (0, t*). In components,

M₁₁ + M₁₂r = t, M₁₁r* + M₁₂ = 0,
M₂₁ + M₂₂r = 0, M₂₁r* + M₂₂ = t*. (19)

The first line gives M₁₂ = −M₁₁r* and M₁₁(1 − |r|²) = t. As 1 − |r|² = |t|² = tt*, this means M₁₁ = 1/t*. The second line gives M₂₁ = −M₂₂r and M₂₂ = 1/t in the same way. The determinant is

det M = M₁₁M₂₂(1 − |r|²) = 1. (20)

In the crystal, a Bloch state satisfies ψ(x + a) = e^{iqa}ψ(x), with q real. The free interval to the right of the home cell lies to the left of the next cell. In that interval the state is also e^{iqa}[L₊e^{ik(x−a)} + L₋e^{−ik(x−a)}]. Comparing coefficients,

e^{ika}R₊ = e^{iqa}L₊, e^{−ika}R₋ = e^{iqa}L₋. (21)

Thus (L₊, L₋) is an eigenvector of T = diag(e^{ika}, e^{−ika})M with eigenvalue e^{iqa}. Since det T = 1, the other eigenvalue is e^{−iqa}, and the trace is 2 cos qa. Conversely, if the trace is 2 cos qa, the characteristic equation λ² − 2λ cos qa + 1 = 0 has the roots e^{±iqa}, and a Bloch state exists. The diagonal elements of M give

½ tr T = ½(e^{ika}/t* + e^{−ika}/t) = Re(e^{−ika}/t). (22)

Inserting (12) yields the band condition

cos qa = h(E), h(E) = cos(ka + d₀ + d₁)/cos(d₀ − d₁). (23)

The division is allowed by (5). Adding π to one phase reverses both cosines and leaves h unchanged. Without a potential, h = cos ka, as it should. A trace does not depend on the basis, so h is also half the trace of the matrix that carries ψ and ψ' across a cell.

Energies with |h| ≤ 1 belong to bands. If |h| > 1, the eigenvalues of T are real and reciprocal, and the solutions grow or decay from cell to cell. Since |h| ≤ 1/|t|, an energy at which one cell transmits perfectly cannot lie inside a gap.

### Band edges

At qa = 0 the condition is cos(ka + d₀ + d₁) = cos(d₀ − d₁). At qa = π the right-hand side has the opposite sign. The formulas for the difference and the sum of two cosines give

qa = 0: sin(ka/2 + d₀) sin(ka/2 + d₁) = 0,
qa = π: cos(ka/2 + d₀) cos(ka/2 + d₁) = 0. (24)

By (3), these factors are boundary conditions at x = a/2. At qa = 0 the even state has zero slope there and the odd state has zero value. At qa = π the even state has zero value and the odd state has zero slope. If both factors vanish at one energy, d₀ and d₁ differ by a multiple of π. Then r = 0 and the two edges coincide.

For a weak potential the edges at qa = π near ka = π obey ka/2 + d_l = π/2. Their wave numbers differ by 2(d₁ − d₀)/a to leading order, and dE = k dk. With (18) and cos² − sin² = cos 2kx, the splitting is

E(even) − E(odd) ≈ (2k/a)(d₁ − d₀) ≈ (2/a)∫v cos(2πx/a) dx. (25)

This is twice the Fourier component of V that couples the waves k = ±π/a, the nearly-free-electron result. The same steps near ka = nπ replace 2πx/a by 2πnx/a.

## 2. The lattice: structure constants, determinant and a worked case

The cell potential v is even and confined to |x| ≤ b < a/2, and E = k²/2 > 0. Its even and odd phase shifts are d₀ and d₁. The regular waves are J₀ = cos kx and J₁ = sin kx; the outgoing waves are H₀ = e^{ik|x|} and H₁ = −i sgn(x)e^{ik|x|}. An incident J_l produces f_lH_l, with f_l = i e^{id_l} sin d_l. The transmission amplitude t = cos(d₀ − d₁)e^{i(d₀+d₁)} does not vanish. The transfer matrix gives the band condition cos qa = h(E), with h from (23). Four abbreviations shorten the lattice algebra:

C = cos qa, S = sin qa, c = cos ka, s = sin ka. (26)

### Waves arriving from the other cells

Suppose that the home cell emits β₀H₀ + β₁H₁. In a Bloch state, the cell at na emits the same waves, centred at na and multiplied by e^{iqna}. Near the home cell the waves from all other cells are regular and can be written as

Σ_{n≠0} e^{iqna} Σ_l β_l H_l(x − na) = Σ_l α_l J_l(x), α = Aβ. (27)

The matrix A contains the structure constants. They depend on the lattice, on q and on k, but not on v.

For |x| < a, a cell on the right at na has |x − na| = na − x, and its wave travels to the left as e^{ikna}e^{−ikx}. A cell on the left at −ma sends e^{ikma}e^{ikx}. The required sums are

Σ_R = Σ_{n≥1} e^{i(k+q)na} = z₊/(1 − z₊), z₊ = e^{i(k+q)a},
Σ_L = Σ_{m≥1} e^{i(k−q)ma} = z₋/(1 − z₋), z₋ = e^{i(k−q)a}. (28)

They converge if k has a positive imaginary part, which damps distant waves. The closed forms are then continued to real k. This is possible unless z₊ = 1 or z₋ = 1, that is, unless C = c. The excluded energies are those of free waves with Bloch number q, the empty lattice. There the contributions of distant cells arrive in phase and their sum diverges.

For an emitted H₀ the arriving field is

Σ_R e^{−ikx} + Σ_L e^{ikx} = (Σ_R + Σ_L) cos kx + i(Σ_L − Σ_R) sin kx. (29)

For an emitted H₁, a cell on the right has x − na < 0 and contributes the factor +i, while a cell on the left contributes −i:

iΣ_R e^{−ikx} − iΣ_L e^{ikx} = i(Σ_R − Σ_L) cos kx + (Σ_R + Σ_L) sin kx. (30)

To evaluate the combinations, use z₊ + z₋ = 2Ce^{ika}, z₊z₋ = e^{2ika} and z₊ − z₋ = 2iSe^{ika}. The common denominator is

(1 − z₊)(1 − z₋) = 1 − 2Ce^{ika} + e^{2ika} = 2e^{ika}(c − C). (31)

Hence

Σ_R + Σ_L = (z₊ + z₋ − 2z₊z₋)/[2e^{ika}(c − C)]
= (C − c − is)/(c − C) = −1 + is/(C − c), (32)

i(Σ_R − Σ_L) = i(z₊ − z₋)/[2e^{ika}(c − C)]
= −S/(c − C) = S/(C − c). (33)

With

σ = s/(C − c), τ = S/(C − c), (34)

the columns of A are read from (29) and (30):

A₀₀ = A₁₁ = −1 + iσ, A₀₁ = τ, A₁₀ = −τ. (35)

The off-diagonal elements mix the parities. Away from the empty-lattice energies they vanish at qa = 0 and at qa = π, where a Bloch state can have definite parity about the cell centre.

### Why a Bloch state requires a zero determinant

The Green function with Bloch phases is G_q(x, x') = Σₙ e^{iqna}G(x − x' − na). It is summed like the structure constants and exists for C ≠ c. Let ψ be a Bloch state, and subtract from it ∫G_q v ψ dx', with the integral taken over the home cell. By (15), the difference satisfies the free equation everywhere. It also has the Bloch phase e^{iqa}. A free wave has the phase e^{ika} or e^{−ika}, and neither equals e^{iqa} when C ≠ c. The difference is therefore zero:

ψ(x) = ∫G_q(x, x') v(x') ψ(x') dx'. (36)

The term n = 0 is the scattering integral of the home cell. By (16), the other terms are the waves (27), with β_l = −(i/k)∫J_l v ψ dx'. Within the home cell, ψ thus solves the single-cell problem with the incident field α₀J₀ + α₁J₁. That solution is unique: the difference of two such solutions has no incoming wave e^{−ik|x|} on either side, and removing this wave from both channels in (7) makes P = Q = 0. The outgoing amplitudes are consequently β_l = f_lα_l. Combined with α = Aβ, this gives

α = Afα, f = diag(f₀, f₁). (37)

If α were zero, ψ would vanish. A Bloch state with C ≠ c therefore requires

D(E, q) = det(1 − Af) = 0. (38)

Conversely, take a nonzero α that satisfies (37), and set β = fα. The single-cell solution with incident amplitudes α is nonzero. Outside the potential it equals the home cell's outgoing waves plus the arriving waves (27), which is the sum of the outgoing waves from all cells. This sum has the Bloch property. In the free interval between two cells it is one smooth function, and both cells share it. The cell solutions therefore join into a Bloch state. Condition (38) is necessary and sufficient for C ≠ c.

### Evaluation of the determinant

Assume first that neither sin d₀ nor sin d₁ vanishes. Then f has an inverse, and

1/f_l = −i e^{−id_l}/sin d_l = −i(cot d_l − i) = −1 − i cot d_l. (39)

The matrix f⁻¹ − A has the diagonal elements −i(cot d_l + σ), because the −1 in (39) cancels the −1 in (35). This cancellation expresses flux conservation. The condition |1 + 2f_l| = 1 is equivalent to Re(1/f_l) = −1. It accounts for the flux that a single cell radiates away. In the lattice, the waves from the other cells compensate this loss, and a real condition for stationary states remains.

The off-diagonal elements of f⁻¹ − A are −τ in the upper right and +τ in the lower left. Hence

det(f⁻¹ − A) = (−i)²(cot d₀ + σ)(cot d₁ + σ) − (−τ)(τ)
= −[(cot d₀ + σ)(cot d₁ + σ) − τ²]. (40)

Also det f = i²e^{i(d₀+d₁)} sin d₀ sin d₁. Since 1 − Af = (f⁻¹ − A)f, the two minus signs cancel:

D = e^{i(d₀+d₁)} sin d₀ sin d₁ [(cot d₀ + σ)(cot d₁ + σ) − τ²]. (41)

The real KKR equation is thus (cot d₀ + σ)(cot d₁ + σ) = τ². To simplify it, note that s² − S² = (1 − c²) − (1 − C²) = C² − c², so

σ² − τ² = (C² − c²)/(C − c)² = (C + c)/(C − c). (42)

Multiplying out the bracket in (41), and using sin d₀ cos d₁ + cos d₀ sin d₁ = sin(d₀ + d₁), gives

D e^{−i(d₀+d₁)} = cos d₀ cos d₁ + σ sin(d₀ + d₁)
+ sin d₀ sin d₁ (C + c)/(C − c). (43)

Multiply by C − c and collect the terms with C and with c:

(C − c) D e^{−i(d₀+d₁)} = C(cos d₀ cos d₁ + sin d₀ sin d₁)
− c(cos d₀ cos d₁ − sin d₀ sin d₁) + s sin(d₀ + d₁)
= C cos(d₀ − d₁) − [c cos(d₀ + d₁) − s sin(d₀ + d₁)]
= C cos(d₀ − d₁) − cos(ka + d₀ + d₁). (44)

Both sides are continuous functions of d₀ and d₁ at fixed k and q, so the result also holds when a sine vanishes. With t from (12) and h from (23), it reads

D(E, q) = t(E) [cos qa − h(E)]/[cos qa − cos ka]. (45)

The numerator contains the transfer-matrix condition, and the denominator contains the condition for free waves. Since t is finite and nonzero, the zeros of D for cos qa ≠ cos ka are exactly the solutions of cos qa = h(E). No approximation has entered. Two channels suffice because a free wave on a line has two directions, and the even and odd waves span them.

### Where a search of the determinant can fail

On the lines cos qa = cos ka the denominator of (45) vanishes. Where the numerator is nonzero, the determinant has a pole there, and a change of sign of the real function D e^{−i(d₀+d₁)} across that pole is not a band energy. If the numerator vanishes at the same point, a true state may leave no zero in D at that value of q.

The lattice of Dirac potentials gδ(x − na) shows this. With d₁ = 0, (44) becomes

D = e^{id₀}[cos d₀ + s sin d₀/(C − c)]. (46)

At ka = π, h = cos(π + d₀)/cos d₀ = −1, so there is a state at qa = π. It is ψ = sin(πx/a), which vanishes at every site and scatters nowhere. Yet along ka = π, where s = 0, (46) gives |D| = |cos d₀| for all qa ≠ π. For g = 0.7 and a = 5 in atomic units, k = π/5 and cos d₀ = k/√(k² + g²), so |D| = 0.668 close to qa = π, while the half trace is −1.

A scan in energy at qa = π fares no better. For ka = π − ε with small ε, s ≈ ε and C − c ≈ −ε²/2, so the second term in (46) is −(2/ε) sin d₀. The scan finds a pole at the energy of a true state. For this state the reason is visible in (37): here β = 0 although α ≠ 0, and α = Aβ has no meaning when A diverges. A missing zero does not require a channel without scattering. At any energy with h(E) = cos ka and sin ka ≠ 0, the choice cos qa = cos ka makes the numerator and denominator of (45) vanish together. Along E, D then tends to t times dh/dE divided by d(cos ka)/dE, which is finite, and nonzero where dh/dE ≠ 0.

The transfer-matrix derivation did not use C ≠ c, so (23) remains valid on these lines. For this model the choice is therefore to search h(E) − cos qa, or equivalently the product (C − c)D continued through its removable points. If D itself is searched, the empty-lattice energies need separate examination. One case needs care with either function. At qa = 0 or π, a closed gap makes both factors in (24) vanish at one energy, so h(E) − cos qa touches zero without changing sign, and a scan for sign changes misses both states. The edges are then found from the two factors of (24) separately.

### Periodic square barriers

As a numerical case, take barriers of height U = 6 eV and width 2b = 1 Å with period a = 3 Å. These are round model parameters. Inside a barrier the solutions are cos px and sin px, where p² = 2(E − U) in atomic units. Matching by (4) gives

tan(kb + d₀) = (p/k) tan pb, tan(kb + d₁) = (k/p) tan pb. (47)

Below the barrier top p = iκ, and the right-hand sides become −(κ/k) tanh κb and (k/κ) tanh κb.

At qa = π/3 the lowest zero of the determinant is at E = 2.1071 eV, where k = 0.7437 Å⁻¹. Since κ²/k² = (U − E)/E = 3.8929/2.1071 = 1.8475, κ = 1.0108 Å⁻¹. With b = 0.5 Å, tanh κb = tanh 0.5054 = 0.4664. The phases are

d₀ = −arctan(0.6339) − 0.3718 = −0.9368,
d₁ = arctan(0.3431) − 0.3718 = −0.0413. (48)

The odd wave has a node at the barrier centre and is shifted little; the even wave is shifted much more. From (12), |t| = cos(0.8955) = 0.6251 and |t|² = 0.391. With ka = 2.2310, the transfer-matrix condition gives

h = cos(2.2310 − 0.9368 − 0.0413)/0.6251 = 0.3126/0.6251 = 0.500, (49)

which is cos(π/3). For the KKR equation, C − c = 0.5 + 0.6133 = 1.1133, so σ = 0.7095 and τ = 0.7779. Then

(cot d₀ + σ)(cot d₁ + σ) = (−0.02577)(−23.481) = 0.6051,
τ² = 0.6051. (50)

The second and third zeros at this q are at 13.670 eV and 24.889 eV. Diagonalization of the Hamiltonian in plane waves, which uses neither phase shifts nor structure constants, gives the same three energies to the digits quoted.

The edge equations (24) place the bottom of the first band at 1.678 eV. Its top is the odd state with ka/2 + d₁ = π/2, at 4.498 eV. The second band begins with the even state ka/2 + d₀ = π/2, at 7.631 eV. The first gap is therefore 3.133 eV, or 0.1151 hartree. The second gap extends from an odd state at 17.820 eV to an even state at 19.778 eV and measures 1.957 eV.

The order of the parities follows from (47). Below the barrier top, kb + d₀ is negative and kb + d₁ is positive. Above it, as long as pb < π/2, p < k makes the first tangent the smaller one. At the highest edge, 19.778 eV, p = 1.90 Å⁻¹ and pb = 0.95, which is below π/2. Hence d₁ > d₀ at all the edges considered. Moreover, ka/2 + d₁ = k(a/2 − b) + (kb + d₁) rises with energy, since k grows and so does tan(pb)/p, or tanh(κb)/κ below the top. At an even gap edge the odd angle has already passed the same target, so the odd edge lies lower. The density at the barrier centre, relative to its cell average, is zero within rounding for the top of the first band and 1.68 for the bottom of the second.

The weak-potential formula (25) gives (2U/π) sin(π/3) = 3.31 eV for the first gap and (U/π) sin(2π/3) = 1.65 eV for the second. Relative to the computed gaps, the first estimate is about 6% too large and the second about 15% too small. The barrier is not weak in the sense required for (18): (1/k)∫|v| dx is 0.75 at k = π/a and 0.38 at k = 2π/a. The leading order gives the scale here, but not an accurate width.

The middle of the first gap, 6.064 eV, lies just above the barrier top. A single barrier transmits |t|² = 0.721 there, yet h = −1.176. The eigenvalues of the transfer matrix are −1.176 ± √(1.176² − 1), and the decaying one is −0.557. The wave amplitude thus falls by this factor from cell to cell, with alternating sign. The gap arises from the coherent reflections of many cells, each of which would pass most of the incident flux by itself.

The numerical output also lists the deviations found when the amplitudes, the half trace and the determinant were tested by direct integration for a smooth well and for a potential that changes sign.

Computed results

```
barrier height: 6.000 eV
barrier width: 1.000 angstrom
period a: 3.000 angstrom
Bloch phase qa: 1.047198 rad; cos qa: 0.500000
band 1 at this q, KKR: 2.107111 eV
band 1 at this q, plane waves: 2.107111 eV
band 2 at this q, KKR: 13.670370 eV
band 2 at this q, plane waves: 13.670370 eV
band 3 at this q, KKR: 24.889069 eV
band 3 at this q, plane waves: 24.889069 eV
Lowest band at this q:
k: 0.743673 1/angstrom
ka: 2.231020 rad; cos ka: -0.613294
d0: -0.936805 rad
d1: -0.041315 rad
cos(d0-d1): 0.625137
cos(ka+d0+d1): 0.312568
t: 0.349191 -0.518519 i (dimensionless)
r: -0.647397 -0.435983 i (dimensionless)
transmission |t|^2: 0.390796
reflection |r|^2: 0.609204
sigma: 0.709476; tau: 0.777895 (dimensionless)
cot d0: -0.735246; cot d1: -24.190518
(cot d0+sigma)(cot d1+sigma): 0.605120
tau^2: 0.605120
half trace of transfer matrix: 0.500000
Band edges from the parity equations:
bottom of band 1 (even, qa=0): 1.678191 eV
top of band 1 (odd, qa=pi): 4.497654 eV
bottom of band 2 (even, qa=pi): 7.630716 eV
top of band 2 (odd, qa=0): 17.820415 eV
bottom of band 3 (even, qa=0): 19.777534 eV
first gap: 3.133061 eV
first gap, converted: 0.115138 hartree
second gap: 1.957119 eV
centre density / cell mean, top of band 1: 5.6e-19
centre density / cell mean, bottom of band 2: 1.6811
middle of first gap: 6.064185 eV
half trace there: -1.176486
single-barrier |t|^2 there: 0.720797
Largest deviations in the tests (atomic units or dimensionless):
site sums: 8.0e-16; Green integral: 3.0e-13
t: 2.4e-12; r: 1.6e-12; Wronskian: 1.0e-12
half trace: 1.5e-10; KKR determinant: 2.4e-10
delta comb, ka=pi: half trace -1.000000
delta comb, ka=pi, qa near pi: |det| 0.667977
```
